# The relativistic Seaton theorem: quantum defects and threshold phase shifts, part 2

An electron in a central potential $V(r)<0$, with $rV$ analytic near the origin, $rV\to-Ze^2$, $Z>0$, $Z\alpha<|\kappa|$, and $V=-e^2/r$ for $r>r_0$, obeys (Gaussian units)
$$P'=-\frac{\kappa}{r}P+\frac{E-V+mc^2}{\hbar c}\,Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-V-mc^2}{\hbar c}\,P,$$
with $\kappa=-(l+1)$ for $j=l+\tfrac12$, $\kappa=l$ for $j=l-\tfrac12$, $\zeta=e^2/\hbar c=\alpha$, $a_0=\hbar^2/me^2$, $E_h=e^2/a_0$, $\varepsilon=E-mc^2$, $\gamma=\sqrt{\kappa^2-\zeta^2}$, $2\gamma$ not an integer. Levels with $n-l-1$ nodes in $P$ define $\mu_n\to\mu_\infty$ by the Sommerfeld form
$$E_n=mc^2\left[1+\frac{\zeta^2}{\nu^2}\right]^{-1/2},\qquad \nu=n-|\kappa|+\gamma-\mu_n .$$
For $E>mc^2$, $\delta(E)$ is the asymptotic phase of the regular solution $u$ minus the Coulomb one. Wanted: (c) the relation of $\delta(mc^2+)$ to $\mu_\infty$, including the multiple of $\pi$; (d) this limit from one integration at $E=mc^2$; (e) whether the relation holds for $\mu_R$, where $\varepsilon_n=-E_h/[2(n-\mu_R)^2]$; (f) a check for $s_{1/2}$, $p_{1/2}$ in
$$V=-\frac{e^2}{r}\left[1+(Z-1)e^{-r/a}\right]\quad(r<r_0),\qquad Z=19,\quad a=0.5\,a_0,\quad r_0=20\,a_0 .$$

With $W(y,z)=P_yQ_z-Q_yP_z$,
$$W'=\frac{E_y-E_z}{\hbar c}\,(P_yP_z+Q_yQ_z).\tag{1}$$
From (a): the Coulomb series $y_s$, $s=\pm\gamma$ (recurrence determinant $j(j+2s)$), start as $Q\to(2r/a_0)^s/\Gamma(2s+1)$; $u$ starts as $P\to\mathrm{sgn}(\kappa)\,r^{\sqrt{\kappa^2-Z^2\alpha^2}}$, the sign of $P$ in $y_+$. For $r>r_0$, with $A,B$ real and entire in $E$,
$$u=A\,y_++B\,y_-,\qquad A=\frac{W(u,y_-)}{W(y_+,y_-)},\qquad B=\frac{W(y_+,u)}{W(y_+,y_-)},\tag{2}$$
Closed form: $\lambda=\sqrt{m^2c^4-E^2}/\hbar c$, $\rho=2\lambda r$, $\nu=\zeta E/\hbar c\lambda$, $N=1/a_0\lambda$, $t=\hbar c\lambda/(mc^2+E)$, $P=e^{-\rho/2}F_+/t$, $Q=e^{-\rho/2}F_-$, $F_\pm=F_1\pm F_2$,
$$F_2=C_s(N-\kappa)\rho^sM(s-\nu,2s+1,\rho),\qquad F_1=C_s(s-\nu)\rho^sM(s-\nu+1,2s+1,\rho),$$
$C_s$ constant, $M$ Kummer's function, $\vartheta=\rho\,d/d\rho$:
$$\vartheta^2F_2-\rho(\vartheta-\nu)F_2-\gamma^2F_2=0.\tag{3}$$
$$Q_{y_s}\simeq G_s\,\rho^{-\nu}e^{\rho/2}+(\text{const})\,\rho^{\nu}e^{-\rho/2},\qquad G_s=\frac{N^s}{\Gamma(s-\nu)\,(s+\kappa-\nu-N)} .\tag{4}$$
$$\frac{G_-}{G_+}=R\,\frac{\sin\pi(\nu+\gamma)}{\sin\pi(\nu-\gamma)},\qquad R=N^{-2\gamma}\,\frac{\Gamma(1+\nu+\gamma)}{\Gamma(1+\nu-\gamma)}\,\tau(\nu),\qquad\tau=\frac{\nu+N-\gamma-\kappa}{\nu+N+\gamma-\kappa}.\tag{5}$$
Below threshold, $D>0$ and $\sigma(E)$ satisfy (6), and $\mu_n=\sigma(E_n)$ modulo 1:
$$A+BR\,e^{2\pi i\gamma}=D\,e^{i\pi\sigma}.\tag{6}$$
$$\cot\pi\mu_n=\frac{A/(BR)+\cos2\pi\gamma}{\sin2\pi\gamma}.\tag{7}$$
Above, $\lambda=-ik$, $\nu=i\eta$, $\eta=\zeta E/\hbar ck$, $\chi=e^{-2\pi\eta}$, $\varphi=\arg(1-\chi e^{2\pi i\gamma})$:
$$\delta=-\arg\left(A+B\,G_-/G_+\right).\tag{8}$$
$$\delta=\arg\left(A+B|R|\,e^{2\pi i\gamma-i\varphi}\right).\tag{11}$$
Neither (6) nor (11) vanishes. At threshold $R\to1$, $\varphi\to0$, the slopes of $\mu_n$ and $\delta/\pi$ agree, and
$$\left.\frac{dR}{d\varepsilon}\right|_0=\frac{2\gamma}{E_h}\left[\zeta^2+\frac{2\gamma^2+1}{6}+\frac\kappa2\right].\tag{12}$$
$$\cot\delta(mc^2+)=\cot\pi\mu_\infty=\frac{A/B+\cos2\pi\gamma}{\sin2\pi\gamma}.\tag{13}$$

**Nodes.** Let $\tan\theta=P/Q$ with $\theta$ continuous. At a zero of $P$, $\theta'=P'/Q=(E-V+mc^2)/\hbar c>0$, so $\theta$ passes multiples of $\pi$ only upward and the zeros are simple. For the regular solution, (1) gives $\partial\theta/\partial E=(Q\,\partial_EP-P\,\partial_EQ)/(P^2+Q^2)=\int_0^r(P^2+Q^2)\,dr'/[\hbar c(P^2+Q^2)]>0$; for the solution decaying at infinity the integral runs from infinity and the sign is opposite. The difference of the two angles at a fixed radius therefore rises steadily with $E$. A level occurs each time it reaches a multiple of $\pi$, and successive levels differ by one node.

In the pure Coulomb field $B=0$ and the levels are the zeros of $G_+$: $\nu-\gamma=0,1,2,\dots$. For $\kappa>0$ the zero at $\nu=\gamma$, where $N=\kappa$, is cancelled by the denominator of (4). For $\kappa<0$ the lowest level has $F_1=0$, $F_2\propto\rho^\gamma$, and no node. For $\kappa>0$ it has $\nu=\gamma+1$ and $F_+\propto\rho^\gamma[(N-\kappa-1)-(N-\kappa)\rho/(2\gamma+1)]$; here $N^2=\kappa^2+2\gamma+1$ lies between $\kappa^2$ and $(\kappa+1)^2$, both terms are negative, and again there is no node. In both cases the lowest level has $n=|\kappa|+\nu-\gamma=l+1$, so the Coulomb level with $n-l-1$ nodes has $\mu_n=0$.

**The multiple of $\pi$.** Multiply the core part $V+e^2/r$ by $g\in[0,1]$. The potential is then $-(1-g)e^2/r+gV$, which stays negative, and its nuclear charge $1+g(Z-1)$ lies between 1 and $Z$, so the assumptions of the problem hold all along the path. At $g=0$, $u$ is a positive multiple of $y_+$, so $A>0$ and $B=0$; set $\sigma=0$ and $\delta=0$ there and continue both in $g$, which is possible because (6) and (11) never vanish. This is the definition of the absolute phase. Choose an energy window below threshold so narrow that $d\nu/dE$, which diverges at threshold, exceeds the bounded $|\partial\sigma/\partial E|$ for all $g$. Then $\nu-\gamma+\sigma=n-|\kappa|$ has a single root $E_n(g)$, continuous in $g$, and for large $n$ it stays in the window because $\sigma$ is bounded. Along this root the node count cannot change: simple zeros cannot merge, and none can enter at $0$ or $\infty$, where the leading coefficient of $P$ is nonzero. The count remains $n-l-1$, so $\mu_n=\sigma(E_n)$ with no integer left free, and $E_n\to mc^2$ as $n\to\infty$. The two continued arguments coincide at threshold for every $g$, so
$$\boxed{\delta(mc^2+)=\pi\mu_\infty}$$

The branch can be read without varying $g$. For any scale $w>0$ let $\tan\theta=wP/Q$, with the angles of both solutions continuous in $r$ and starting between $-\pi/2$ and $\pi/2$ at $r\to0$. Then $W(y_+,u)$ is proportional to $-\sin(\theta_u-\theta_C)$, with $\theta_C$ the angle of $y_+$. For $r>r_0$ the Wronskian is constant, so $\theta_u-\theta_C$ stays in one interval between multiples of $\pi$, whatever $r$ and $w$. With $w$ equal to the asymptotic amplitude ratio it tends to $\delta$, both being continuous in $g$ and zero at $g=0$. Thus $\lfloor\delta/\pi\rfloor=\lfloor(\theta_u-\theta_C)/\pi\rfloor$.

**Meaning and limits of validity.** Near threshold the electron crosses the core with a kinetic energy set by $V$, so the core advances the wave by nearly the same phase just below and just above $mc^2$. Below, an advance of $\pi\sigma$ lowers $\nu$ by $\sigma$; above, it is the phase shift. The proof needs the attractive Coulomb tail, which supplies the infinite series and $\chi\to0$; for a neutral or repulsive tail $\mu_\infty$ does not exist. It needs a single channel and a core part that vanishes beyond $r_0$. For a power-law tail such as a polarization potential, (2) no longer gives entire $A$ and $B$, and neither result is established by this argument. For integer $2\gamma$ the determinant of the recurrence for $y_-$ vanishes at $j=2\gamma$, and near threshold a second solution containing a logarithm must replace $y_-$; at $E=mc^2$ it is the Bessel function $Y_{2\gamma}$ of part (d). The logarithm is absent only at isolated energies, for example $E=mc^2/2$ for $\gamma=\tfrac12$, $\kappa=1$.

### (d) One integration at threshold

At $\varepsilon=0$, with $\vartheta=r\,d/dr$, the radial equations outside the core are $\zeta P=(\kappa-\vartheta)Q$ and $(\vartheta+\kappa)P=(2mcr/\hbar+\zeta)Q$. Eliminating $P$ and using $\zeta mc/\hbar=1/a_0$ gives $(\kappa^2-\vartheta^2)Q=(2r/a_0+\zeta^2)Q$. With $x=\sqrt{8r/a_0}$, $\vartheta=\tfrac12x\,d/dx$, this is $(x\,d/dx)^2Q+(x^2-4\gamma^2)Q=0$, Bessel's equation of order $2\gamma$. Since $J_{2s}(x)\to(x/2)^{2s}/\Gamma(2s+1)=(2r/a_0)^s/\Gamma(2s+1)$, the normalisation of (a) makes $Q_{y_\pm}=J_{\pm2\gamma}(x)$. The definition $Y_{2\gamma}=(J_{2\gamma}\cos2\pi\gamma-J_{-2\gamma})/\sin2\pi\gamma$ gives
$$Q_u=(A+B\cos2\pi\gamma)J_{2\gamma}-B\sin2\pi\gamma\;Y_{2\gamma}\;\propto\;\cos\delta_0\,J_{2\gamma}-\sin\delta_0\,Y_{2\gamma},$$
where $\delta_0=\arg(A+Be^{2\pi i\gamma})$ is the limit in (13). At large $x$, $J\propto\cos\psi$ and $Y\propto\sin\psi$ with $\psi=x-\pi\gamma-\pi/4$, so $Q_u\propto\cos(\psi+\delta_0)$. The phase read from the zero-energy solution equals the limit of phases defined with $r\to\infty$ taken first. In practice $\tan\delta_0=-W(J,u)/W(u,Y)$ at $r_0$, with $P=(\kappa Q-\tfrac12x\,dQ/dx)/\zeta$ for each Bessel solution.

As $\zeta\to0$ with $|\kappa|=1$, the recurrences $xJ_2'+2J_2=xJ_1$ and $2J_2-xJ_2'=xJ_3$ give $P\propto\sqrt r\,J_1$ for $\kappa=-1$ and $P\propto\sqrt r\,J_3$ for $\kappa=+1$, the Schrödinger threshold functions $\sqrt r\,J_{2l+1}$. In the same limit $J_{-2\gamma}\to J_2$: the pair $y_\pm$ is nearly parallel, and a $\cot\delta_0$ of order one requires, by (13), that $A/B+1$ be of the order of $\sin2\pi\gamma$. The pair $J,Y$ has no such degeneracy.

### (e) The Rydberg defect

Expanding the Sommerfeld form, $\varepsilon=-(E_h/2\nu^2)[1-3\zeta^2/4\nu^2+\dots]$. Equating this to $-E_h/2n^{*2}$ with $n^*=n-\mu_R$ gives $n^*=\nu+3\zeta^2/8\nu+\dots$, so
$$\mu_R=\mu_n+|\kappa|-\gamma-\frac{3\zeta^2}{8\nu}+\dots,\qquad \pi\mu_{R,\infty}=\delta(mc^2+)+\pi(|\kappa|-\gamma).\tag{14}$$
The theorem fails for $\mu_R$ by $|\kappa|-\gamma\simeq\zeta^2/2|\kappa|$. The pure Coulomb field shows why: there $\delta=0$ by definition, yet the Dirac levels lie below the Rydberg ones and $\mu_R$ tends to $|\kappa|-\gamma$.

### (f) The model

The nuclear charge 19 is screened to 1 at large $r$; $a$ and $r_0$ are round values and nothing is fitted. At the cut the effective charge $-rV/e$ jumps by only $7.6\times10^{-17}e$ (printed as the charge dropped at $r_0$). With $\alpha=0.0072973526$: $\gamma=0.9999733740$, $1-\gamma=2.662603\times10^{-5}$ and $\sin2\pi\gamma=-1.672963\times10^{-4}$. Eight decimals are kept below because the offset (14) must be resolved; they describe the model and no real atom.

Three routes avoid the gamma-function results. Levels come from integrating the angle $\theta$ outward and inward and requiring a difference of $(n-l-1)\pi$. Phases come from integrating the model and the pure Coulomb problem to large $r$ and projecting both on the outgoing solution $F_2=\sum_j\beta_j\rho^{\nu-j}$, for which the power $\rho^{\nu-j}$ of (3) gives $(j+1)\beta_{j+1}=-[(\nu-j)^2-\gamma^2]\beta_j$; the branch comes from the floor rule. The phase $\delta_0$ comes from (d), with the branch from continuation in $g$. A selection, with $\varepsilon$ in hartree ($E_h$):

| state | $\varepsilon$ | $\mu_n$ or $\delta/\pi$ |
|---|---|---|
| $4s_{1/2}$ | $-0.166094$ | 2.26495241 |
| $10s_{1/2}$ | $-0.008301$ | 2.23874432 |
| $30s_{1/2}$ | $-0.000649$ | 2.23752032 |
| $s_{1/2}$ | $+0.002$ | 2.23709751 |
| $s_{1/2}$ | $+0.022$ | 2.23391941 |
| $4p_{1/2}$ | $-0.106572$ | 1.83395550 |
| $10p_{1/2}$ | $-0.007442$ | 1.80346296 |
| $30p_{1/2}$ | $-0.000629$ | 1.80151507 |
| $p_{1/2}$ | $+0.002$ | 1.80076831 |
| $p_{1/2}$ | $+0.022$ | 1.79517236 |

For $10s_{1/2}$ the shooting gives $\nu=7.76122905$, so $\mu=10-1+0.99997337-7.76122905=2.23874432$. The $n=4$ levels are bound by 4.5197 eV ($s$) and 2.9000 eV ($p$).

**Threshold.** For $s_{1/2}$, $A/B+1=-1.81061131\times10^{-4}$, small as (d) requires. With $\cos2\pi\gamma-1\simeq-\tfrac12\sin^22\pi\gamma=-1.3994\times10^{-8}$, (13) gives
$$\cot\delta_0=\frac{-1.81061131\times10^{-4}-0.00013994\times10^{-4}}{-1.672963\times10^{-4}}=1.082362 .$$
The continued Bessel phase is $\delta_0=7.02905194$ rad $=2\pi+0.74586663$ rad, so $\delta_0/\pi=2.23741672$. For $p_{1/2}$, $(2.32322100-0.00013994)/(-1.672963)=-1.388603$, and $\delta_0=5.65906458$ rad $=\pi+2.51747193$ rad, so $\delta_0/\pi=1.80133620$.

**Extrapolations.** Quartic fits in $\varepsilon$ to the seven levels $n=10$ to $30$ and to the six continuum points give $\mu_\infty=\delta(0^+)/\pi=2.23741672$ for $s_{1/2}$ and $1.80133620$ for $p_{1/2}$. The differences $\mu_\infty-\delta(0^+)/\pi$ are $9.2\times10^{-12}$ and $-6.5\times10^{-12}$, against an asserted tolerance of $10^{-7}$ and a Rydberg offset of $2.7\times10^{-5}$. The integer parts, 2 and 1, agree between node labelling, the floor rule and continuation in $g$. The part of $\delta$ that has no power series is negligible in the continuum fit, since at the highest energy $\eta=4.7673$ and $\chi=e^{-29.95}\approx10^{-13}$. That a quartic suffices for the rest is shown by the agreement of both extrapolated values with the Bessel value $\delta_0/\pi$ to about $10^{-11}$.

**Slopes.** The two fits give the same slope to the five decimals printed: $-0.15967/E_h$ for $s_{1/2}$ and $-0.28433/E_h$ for $p_{1/2}$. At $30s_{1/2}$, $\mu-\mu_\infty=1.0360\times10^{-4}$, and the linear term is $0.15967\times6.48716\times10^{-4}=1.0358\times10^{-4}$. At $\varepsilon=+0.002\,E_h$, $\delta/\pi-\mu_\infty=-3.1921\times10^{-4}$ against a linear term of $-3.1934\times10^{-4}$. The $n=30$ defect is thus still $10^{-4}$ above its limit, more than the offset (14), so the extrapolation cannot be skipped. Equation (12) with $\zeta^2=5.3251\times10^{-5}$ gives $\tfrac43\zeta^2=7.1\times10^{-5}$ for $\kappa=-1$ and $2+\tfrac13\zeta^2=2.000018$ for $\kappa=+1$, in $1/E_h$ and to first order in $\zeta^2$, matching the computed $0.000071$ and $2.000018$.

**Rydberg offset.** With $3\zeta^2/8=1.99693\times10^{-5}$, (14) predicts for the model $30s_{1/2}$ level $2.662603\times10^{-5}-1.99693\times10^{-5}/27.76245=2.59067\times10^{-5}$, and for $30p_{1/2}$, with $\nu=28.19846$, $2.59179\times10^{-5}$; both equal the computed $\mu_R-\mu$. For the pure Coulomb $30s_{1/2}$ level $\mu_R=2.59604\times10^{-5}$, while $|\mu|$ of the four Coulomb levels computed is at most $1.7\times10^{-12}$.

**Pointwise tests.** Equation (7), with $A$ and $B$ from (2), reproduces all eighteen shooting defects modulo 1 with a largest deviation of $1.3\times10^{-12}$. The Coulomb phase $-\arg G_+$ and equation (8) reproduce the integrated phases modulo $\pi$ within $2.2\times10^{-11}$ and $5.0\times10^{-12}$ rad. The closed form, the Wronskian, equation (5), the cancellation of the growing part, the Bessel limit, the phase of $R$ and its two-sided slope are also tested at $\zeta=0.5$, where $\gamma$ is far from an integer. The program and its full output follow.

## Computed values

```
alpha = 0.0072973526, Z = 19, a = 0.5 a0, r0 = 20.0 a0
gamma = 0.9999733740, 1-gamma = 2.662603e-05, sin(2 pi gamma) = -1.672963e-04
charge dropped at r0 = 7.6e-17 e
max |mu| of pure Coulomb levels = 1.7e-12
Rydberg defect, pure Coulomb 30s1/2 = 2.59604e-05
max dev, bound formula vs shooting = 1.3e-12 (in mu)
max dev, Coulomb phase = 2.2e-11 rad, delta formula = 5.0e-12 rad
--- s1/2, kappa = -1; dR/deps at 0 = 0.000071 1/hartree
n= 4 eps=-0.166094324 hartree nu=1.73502096 mu=2.26495241
n= 6 eps=-0.035425750 hartree nu=3.75685867 mu=2.24311470
n=10 eps=-0.008300585 hartree nu=7.76122905 mu=2.23874432
n=12 eps=-0.005247075 hartree nu=9.76171795 mu=2.23825542
n=14 eps=-0.003614174 hartree nu=11.76197915 mu=2.23799422
n=17 eps=-0.002294396 hartree nu=14.76219013 mu=2.23778324
n=20 eps=-0.001584789 hartree nu=17.76230353 mu=2.23766985
n=25 eps=-0.000965014 hartree nu=22.76240254 mu=2.23757084
n=30 eps=-0.000648716 hartree nu=27.76245306 mu=2.23752032
eps=+0.002 hartree eta=15.8114 delta/pi=2.23709751
eps=+0.004 hartree eta=11.1803 delta/pi=2.23677855
eps=+0.007 hartree eta=8.4515 delta/pi=2.23630060
eps=+0.011 hartree eta=6.7420 delta/pi=2.23566423
eps=+0.016 hartree eta=5.5902 delta/pi=2.23487019
eps=+0.022 hartree eta=4.7673 delta/pi=2.23391941
n=4 binding energy = 4.5197 eV
threshold: A/B+1 = -1.81061131e-04, cot(delta0) = 1.08236187
mu_inf (levels) = 2.23741672, delta(0+)/pi = 2.23741672
Bessel delta0 = 7.02905194 rad, delta0/pi = 2.23741672
mu_inf - delta(0+)/pi = 9.2e-12, mu_inf - delta0/pi = 1.3e-12
slopes: mu -0.15967, delta/pi -0.15967 1/hartree
n=30 Rydberg defect - mu = 2.59067e-05
--- p1/2, kappa = +1; dR/deps at 0 = 2.000018 1/hartree
n= 4 eps=-0.106571784 hartree nu=2.16601787 mu=1.83395550
n= 6 eps=-0.028474860 hartree nu=4.19038290 mu=1.80959048
n=10 eps=-0.007442379 hartree nu=8.19651042 mu=1.80346296
n=12 eps=-0.004808420 hartree nu=10.19726555 mu=1.80270783
n=14 eps=-0.003360589 hartree nu=12.19767948 mu=1.80229389
n=17 eps=-0.002164691 hartree nu=15.19802078 mu=1.80195259
n=20 eps=-0.001509777 hartree nu=18.19820746 mu=1.80176592
n=25 eps=-0.000929084 hartree nu=23.19837284 mu=1.80160054
n=30 eps=-0.000628810 hartree nu=28.19845830 mu=1.80151507
eps=+0.002 hartree eta=15.8114 delta/pi=1.80076831
eps=+0.004 hartree eta=11.1803 delta/pi=1.80020194
eps=+0.007 hartree eta=8.4515 delta/pi=1.79935523
eps=+0.011 hartree eta=6.7420 delta/pi=1.79823158
eps=+0.016 hartree eta=5.5902 delta/pi=1.79683545
eps=+0.022 hartree eta=4.7673 delta/pi=1.79517236
n=4 binding energy = 2.9000 eV
threshold: A/B+1 = 2.32322100e-04, cot(delta0) = -1.38860285
mu_inf (levels) = 1.80133620, delta(0+)/pi = 1.80133620
Bessel delta0 = 5.65906458 rad, delta0/pi = 1.80133620
mu_inf - delta(0+)/pi = -6.5e-12, mu_inf - delta0/pi = -5.5e-13
slopes: mu -0.28433, delta/pi -0.28433 1/hartree
n=30 Rydberg defect - mu = 2.59179e-05
```
